# LAPW matching in an empty lattice near the linearization energy

## Problem

In the LAPW method a basis function is a plane wave with wave vector $\mathbf K=\mathbf k+\mathbf G$ between the atomic spheres. Inside each sphere it is a sum of partial waves. Take an empty lattice, meaning that the potential is zero everywhere, and one sphere of radius $R$ centred at the origin. The plane wave has the expansion

$$
e^{i\mathbf K\cdot\mathbf r}=4\pi\sum_{lm} i^l\,Y_{lm}^*(\hat{\mathbf K})\,Y_{lm}(\hat{\mathbf r})\,j_l(Kr),\qquad K=|\mathbf K|>0 .
$$

In the sphere, LAPW replaces each radial factor $j_l(Kr)$ by

$$
a_l\,u_l(r)+b_l\,\dot u_l(r),
$$

with $a_l$ and $b_l$ chosen so that value and slope agree with those of $j_l(Kr)$ at $r=R$. The factor $4\pi i^lY_{lm}^*(\hat{\mathbf K})$ and any cell normalization are common to both sides and are left out of $a_l$ and $b_l$.

Here $u_l(r;\varepsilon)$ is the regular radial solution at energy $\varepsilon$, positive near the origin and normalized by

$$
\int_0^R u_l^2\,r^2dr=1 .
$$

The dot means $\partial/\partial\varepsilon$ under this normalization. Both functions are taken at the linearization energy $\varepsilon=E_l=\kappa^2$, with $\kappa>0$. Writing the energy as $\kappa^2$ implies Rydberg atomic units, $\hbar^2/2m=1$ with lengths in bohr, and these are used below.

(a) Show that for $K=\kappa$ the coefficient $b_l$ vanishes and $a_lu_l(r)$ equals $j_l(Kr)$ throughout the sphere.

(b) Find $b_l$ to first order in $\delta=K^2-\kappa^2$.

## A tempting solution

With zero potential the regular radial solution is proportional to $j_l(\sqrt\varepsilon\,r)$. Hence

$$
u_l(r;\varepsilon)=\frac{j_l(\sqrt\varepsilon\,r)}{N_l(\varepsilon)},\qquad
N_l^2(\varepsilon)=\int_0^R j_l^2(\sqrt\varepsilon\,r)\,r^2dr,\qquad N_l>0 .
$$

For $K=\kappa$ the choice $a_l=N_l$, $b_l=0$ reproduces $j_l(\kappa r)$. For $K$ near $\kappa$, expand in the energy:

$$
j_l(Kr)\approx j_l(\kappa r)+\delta\,\frac{\partial}{\partial\varepsilon}j_l(\sqrt\varepsilon\,r)\Big|_{\varepsilon=\kappa^2}.
$$

The first term is $N_lu_l$. The second is $\delta$ times an energy derivative, and $\dot u_l$ is the energy derivative in the basis. So $a_l=N_l$ and $b_l=\delta$.

A spot check seems to confirm this. For $R=2$ bohr, $\kappa=1$ bohr$^{-1}$ and $K=1.1$ bohr$^{-1}$, one has $\delta=1.21-1=0.21$. Solving the two matching equations for $l=0$ gives $b_0=0.2102$.

## Where it fails

The units already rule it out. Since $j_l$ is dimensionless and $u_l$ has the unit bohr$^{-3/2}$, $\dot u_l$ has the unit Ry$^{-1}$ bohr$^{-3/2}$. Therefore $b_l$ must have the unit Ry bohr$^{3/2}$, while $\delta$ is an energy in Ry.

The faulty step is the identification of the two energy derivatives. The function being differentiated is $j_l(\sqrt\varepsilon\,r)=N_l(\varepsilon)u_l(r;\varepsilon)$, and the normalization factor depends on energy too:

$$
\frac{\partial}{\partial\varepsilon}j_l(\sqrt\varepsilon\,r)=\dot N_l\,u_l+N_l\,\dot u_l .
$$

This derivative contains $\dot u_l$ with the factor $N_l$, and it also contains some $u_l$. The tempting solution took $a_l$ from the normalized function and $b_l$ from the unnormalized one.

The same spot check for $l=1$ exposes the error: matching gives $b_1=0.1368$, and $\delta=0.21$ is 54% larger than that. The agreement for $l=0$ still needs an explanation, which the second-order term below supplies.

There is also a gap. The coefficients are defined by two conditions at $r=R$, not by reading off a Taylor series. One must show that these conditions have a unique solution and connect it to the expansion.

## Solution

### The matching equations have one solution

The radial operator for zero potential is

$$
H_l=-\frac1{r^2}\frac{d}{dr}r^2\frac{d}{dr}+\frac{l(l+1)}{r^2},\qquad H_lu_l=\varepsilon u_l .
$$

Differentiating the radial equation with respect to $\varepsilon$ gives $H_l\dot u_l=u_l+\varepsilon\dot u_l$. Differentiating the normalization integral gives $2\int_0^Ru_l\dot u_l\,r^2dr=0$. Thus

$$
(H_l-\varepsilon)\dot u_l=u_l,\qquad \int_0^R u_l\dot u_l\,r^2dr=0. \tag{1}
$$

For two regular functions $f$ and $g$ the centrifugal terms cancel in $fH_lg-gH_lf$, and

$$
r^2(fH_lg-gH_lf)=-f(r^2g')'+g(r^2f')'=-\frac{d}{dr}\left[r^2(fg'-gf')\right].
$$

The bracket vanishes at the origin, so integration gives Green's identity

$$
\int_0^R(fH_lg-gH_lf)\,r^2dr=R^2\,(f'g-fg')\big|_{R}. \tag{2}
$$

Set $f=u_l$ and $g=\dot u_l$. By (1) the integrand is $u_l(u_l+\varepsilon\dot u_l)-\dot u_l\varepsilon u_l=u_l^2$, whose integral is 1. Hence, at $r=R$,

$$
R^2(u_l'\dot u_l-u_l\dot u_l')=1. \tag{3}
$$

Abbreviate $J=j_l(KR)$ and $J'=Kj_l'(KR)$, where the prime on $j_l$ is a derivative with respect to its argument. The matching equations are

$$
a_lu_l(R)+b_l\dot u_l(R)=J,\qquad a_lu_l'(R)+b_l\dot u_l'(R)=J'. \tag{4}
$$

Their determinant is $u_l\dot u_l'-u_l'\dot u_l=-1/R^2$ by (3). It is never zero, so the solution is unique, even when $u_l(R)=0$.

### Part (a)

Let $K=\kappa$. Because $N_lu_l(r)=j_l(\kappa r)$ at every $r\le R$, the pair $a_l=N_l$, $b_l=0$ satisfies both equations in (4). Since the solution is unique, these are the LAPW coefficients, and

$$
a_lu_l(r)=j_l(\kappa r)=j_l(Kr)\qquad(0\le r\le R).
$$

The partial wave already solves the radial equation at the linearization energy, so no energy correction is needed. If $E_l=\kappa^2$ for every $l$, the full sum over $l$ restores the plane wave inside the sphere. A finite cutoff in $l$ leaves out the higher partial waves.

### An exact expression for $b_l$

Cramer's rule applied to (4), with determinant $-1/R^2$, gives

$$
b_l=\frac{u_l(R)J'-u_l'(R)J}{-1/R^2}=R^2\left[u_l'(R)J-u_l(R)J'\right]. \tag{5}
$$

The right-hand side is the boundary term of (2) for $f=u_l$ and $g=j_l(Kr)$. With $H_lj_l(Kr)=K^2j_l(Kr)$ and $H_lu_l=\kappa^2u_l$, the integral side of (2) is $(K^2-\kappa^2)$ times an overlap. Therefore

$$
b_l=\delta\int_0^R u_l(r)\,j_l(Kr)\,r^2dr. \tag{6}
$$

This holds for any $K>0$, not just near $\kappa$, and shows again that $b_l$ vanishes at $K=\kappa$.

It relies on the empty lattice. With a spherical potential $V(r)$ in the sphere, regular enough that the boundary term at the origin still vanishes, (3) and (5) survive because $V$ cancels in the derivation of (3). But the free radial operator acting on $u_l$ now gives $(E_l-V)u_l$, so (6) becomes $b_l=\int_0^Ru_l\,(K^2-E_l+V)\,j_l(Kr)\,r^2dr$. In general this does not vanish at $K^2=E_l$.

### Part (b)

Expand $j_l(Kr)=N_l(\kappa^2+\delta)\,u_l(r;\kappa^2+\delta)$ with the product rule, at fixed $l$, $R$ and $\kappa$:

$$
j_l(Kr)=N_lu_l+\delta\,(\dot N_lu_l+N_l\dot u_l)+O(\delta^2). \tag{7}
$$

Insert this in (6). The normalization gives $\int u_l^2r^2dr=1$, and the $\dot u_l$ term drops out by orthogonality. The overlap is $N_l+\dot N_l\delta+O(\delta^2)$, so

$$
b_l=N_l\,\delta+\dot N_l\,\delta^2+O(\delta^3). \tag{8}
$$

The answer to (b) is the first term,

$$
\boxed{\,b_l\simeq N_l\,(K^2-\kappa^2)\,}
$$

The coefficient $a_l$ also changes at first order. Cramer's rule gives $a_l=R^2(J'\dot u_l-J\dot u_l')$ at $r=R$. Using (2) with $f=\dot u_l$ and $g=j_l(Kr)$,

$$
\int_0^R\left[\dot u_lK^2j_l-j_l(\kappa^2\dot u_l+u_l)\right]r^2dr=R^2(\dot u_l'J-\dot u_lJ')=-a_l ,
$$

and therefore

$$
a_l=\int_0^Ru_l\,j_l(Kr)\,r^2dr-\delta\int_0^R\dot u_l\,j_l(Kr)\,r^2dr .
$$

By (7) and orthogonality the second integral is itself $O(\delta)$. Hence $a_l=N_l+\dot N_l\delta+O(\delta^2)$.

These values of $a_l$ and $b_l$ agree with the coefficients in (7) through first order. The difference between $j_l(Kr)$ and the matched function is thus $O(\delta^2)$ throughout the sphere.

### When $b_l=\delta$ would be right

Suppose the radial function were $v_l=j_l(\sqrt\varepsilon\,r)=N_lu_l$, without normalization. Then $\dot v_l=\dot N_lu_l+N_l\dot u_l$. Call its matching coefficients $\alpha_l$ and $\beta_l$:

$$
\alpha_lv_l+\beta_l\dot v_l=(\alpha_lN_l+\beta_l\dot N_l)\,u_l+\beta_lN_l\,\dot u_l .
$$

Both forms satisfy the same boundary conditions, so uniqueness gives $\beta_lN_l=b_l$, or $\beta_l=b_l/N_l=\delta+O(\delta^2)$. The tempting value belongs to this pair of functions. It cannot be combined with the normalized $u_l$ and $\dot u_l$.

## Evaluating $N_l$ and the range of the linear formula

The integral $N_l^2$ can be done with (2). Since $(H_l-\varepsilon)\dot v_l=v_l$, taking $f=v_l$ and $g=\dot v_l$ gives $N_l^2=R^2(v_l'\dot v_l-v_l\dot v_l')$ at $R$. Let $x=\kappa R$, and let $j_l$ and its derivatives be evaluated at $x$. Then

$$
v_l'=\kappa j_l',\qquad \dot v_l=\frac{R}{2\kappa}j_l',\qquad \dot v_l'=\frac{1}{2\kappa}j_l'+\frac R2j_l'' .
$$

Substitute $j_l''=-2j_l'/x-[1-l(l+1)/x^2]\,j_l$ from the Bessel equation. The two terms in $j_lj_l'$ combine to $+j_lj_l'/(2\kappa)$, and

$$
N_l^2=\frac{R^3}{2}\left[j_l'^2+\frac{j_lj_l'}{x}+\left(1-\frac{l(l+1)}{x^2}\right)j_l^2\right].
$$

With $j_l'=l\,j_l/x-j_{l+1}$, the terms in $j_l^2/x^2$ have the coefficient $l^2+l-l(l+1)=0$, leaving

$$
N_l^2=\frac{R^3}{2}\left[j_l^2+j_{l+1}^2-\frac{2l+1}{x}\,j_lj_{l+1}\right]. \tag{9}
$$

For $\dot N_l$, put $t=\kappa r$, so that $N_l^2=\kappa^{-3}\int_0^{\kappa R}j_l^2(t)\,t^2dt$. The prefactor and the upper limit both depend on $\kappa$:

$$
\frac{dN_l^2}{d\kappa}=-\frac{3N_l^2}{\kappa}+\frac{R^3j_l^2(\kappa R)}{\kappa}.
$$

Since $d\kappa/d\varepsilon=1/(2\kappa)$, this gives $2N_l\dot N_l=[R^3j_l^2(\kappa R)-3N_l^2]/(2\kappa^2)$. Divide by $2N_l^2$ and use $j_l(\kappa R)=N_lu_l(R)$:

$$
\frac{\dot N_l}{N_l}=\frac{R^3u_l^2(R)-3}{4\kappa^2}. \tag{10}
$$

By (8), the error of the first-order result relative to the matched $b_l$ is $-\delta\dot N_l/N_l$ to leading order. The condition $|\delta\dot N_l/N_l|\ll1$ makes the second-order term small compared with the first. It is not sufficient by itself: where $R^3u_l^2(R)$ is close to 3, $\dot N_l$ nearly vanishes and the $O(\delta^3)$ term in (8) sets the error.

Equation (10) also gives the sign of the error. The average of $u_l^2$ over the sphere volume is $3/R^3$. If $u_l^2(R)$ exceeds this average, $\dot N_l$ is positive, and for small $\delta>0$ the linear formula gives too small a $b_l$. If $u_l^2(R)$ is below the average, it gives too large a $b_l$.

## Numbers

Take again $R=2$ bohr, $\kappa=1$ bohr$^{-1}$ and $K=1.1$ bohr$^{-1}$. The linearization energy is 1 Ry (0.5 hartree), and $\delta=0.21$ Ry.

For $l=1$ the boundary data are $u_1=0.690683$, $u_1'=0.030538$, $J=0.434545$ and $J'=-0.030297$. Equation (5) gives

$$
b_1=4\,[\,0.030538\times0.434545+0.690683\times0.030297\,]=0.1368\ \text{Ry bohr}^{3/2}.
$$

With $N_1=0.630388$, the first-order result is $0.630388\times0.21=0.1324$ Ry bohr$^{3/2}$, which is 3.2% below the matched value. With $\dot N_1=0.128653$, the second-order term adds $0.128653\times0.0441=0.0057$, giving 0.1381.

For the first four partial waves, with $b_l$ in Ry bohr$^{3/2}$ and errors relative to the matched value:

| $l$ | $N_l$ (bohr$^{3/2}$) | $N_l\delta$ | matched $b_l$ | error |
|---|---|---|---|---|
| 0 | 1.0905 | 0.2290 | 0.2102 | 8.9% |
| 1 | 0.6304 | 0.1324 | 0.1368 | −3.2% |
| 2 | 0.2275 | 0.0478 | 0.0551 | −13.3% |
| 3 | 0.0598 | 0.0126 | 0.0161 | −21.9% |

The signs follow (10). For $l=0$, $R^3u_0^2(R)=8\times0.416916^2=1.39$, which is below 3. For $l=3$ it is $8\times1.015910^2=8.26$, well above 3. In the latter case the leading error estimate is −27.6%, against the tabulated −21.9%. The gap comes almost entirely from the denominator of the relative error: keeping both terms of (8) gives $N_l\delta/b_l-1\approx 1/(1+0.276)-1=-21.6\%$. The second-order value 0.01602 lies about 0.3% below the matched 0.01607 Ry bohr$^{3/2}$, so the $O(\delta^3)$ terms of (8) are small here.

The deceptive agreement for $l=0$ can now be explained. By (8),

$$
\frac{b_0}{\delta}\approx N_0+\dot N_0\delta=1.0905-0.4388\times0.21=0.998 .
$$

At this particular $K$ the second-order term ($-0.092$) happens to cancel the difference between $N_0$ and 1 ($0.0905$) almost exactly; with the higher terms the matched ratio is 1.001. As $\delta\to0$ the ratio tends to 1.0905, not to 1.

Moving $K$ closer to $\kappa$ separates the two answers for $l=1$. At $K=1.01$ bohr$^{-1}$, $\delta=0.0201$ Ry and the matched coefficient is 0.01272 Ry bohr$^{3/2}$. The formula $N_1\delta$ gives 0.01267, an error of −0.4%, while $\delta$ itself is still 58% larger than the matched number.

A node of $u_l$ at the boundary causes no difficulty. For $l=0$ and $\kappa=\pi/R$, $u_0(R)=0$, and the numerically matched slope $db_0/d(K^2)$ at $K=\kappa$ is 0.63662 bohr$^{3/2}$, equal to $N_0$ to the digits shown.

In Hartree units the energy is $\varepsilon/2$, so a derivative with respect to energy is twice the Rydberg one, and $b_l$ has half its Rydberg value. The product $b_l\dot u_l$ is unchanged. The first-order coefficients for $l=0$ and $l=1$ become 0.1145 and 0.0662 hartree bohr$^{3/2}$.

The numerical check obtains $u_l$ and $\dot u_l$ by integrating their differential equations and compares the matched coefficients with the formulas above.

## Table of computed values

```
R = 2.0 bohr, kappa = 1.0, K = 1.1 bohr^-1
E_l = 1.000 Ry = 0.500 hartree
delta = K^2-kappa^2 = 0.2100 Ry = 0.1050 hartree
K=kappa, l=0..3: max |b| = 2e-14 Ry bohr^1.5
K=kappa: max |a*u-j_l| = 4e-11 (no unit)
Units: u bohr^-1.5; u' bohr^-2.5; a,N bohr^1.5
udot Ry^-1 bohr^-1.5; udot' Ry^-1 bohr^-2.5
b Ry bohr^1.5; Ndot Ry^-1 bohr^1.5; K*j' bohr^-1
l=0: u(R)=0.416916, u'(R)=-0.399263
  udot(R)=-0.231511, udot'(R)=-0.377933
  j(KR)=0.367498, K*j'(KR)=-0.478000
  N=1.090505, Ndot=-0.438778, a=0.998208
  b: matched=0.210229, first=0.229006, second=0.209656
  first-order b = 0.114503 hartree bohr^1.5
  first-order error=8.93 %, estimate=8.45 %
  relative mismatch norm in sphere = 3.59e-03
l=1: u(R)=0.690683, u'(R)=0.030538
  udot(R)=-0.110420, udot'(R)=-0.366843
  j(KR)=0.434545, K*j'(KR)=-0.030297
  N=0.630388, Ndot=0.128653, a=0.651021
  b: matched=0.136784, first=0.132381, second=0.138055
  first-order b = 0.066191 hartree bohr^1.5
  first-order error=-3.22 %, estimate=-4.29 %
  relative mismatch norm in sphere = 7.57e-04
l=2: u(R)=0.872155, u'(R)=0.605289
  udot(R)=-0.067412, udot'(R)=-0.333432
  j(KR)=0.225063, K*j'(KR)=0.140405
  N=0.227537, Ndot=0.175502, a=0.262313
  b: matched=0.055094, first=0.047783, second=0.055522
  first-order b = 0.023891 hartree bohr^1.5
  first-order error=-13.27 %, estimate=-16.20 %
  relative mismatch norm in sphere = 2.54e-04
l=3: u(R)=1.015910, u'(R)=1.288310
  udot(R)=-0.046746, udot'(R)=-0.305365
  j(KR)=0.076962, K*j'(KR)=0.093645
  N=0.059771, Ndot=0.078548, a=0.076496
  b: matched=0.016065, first=0.012552, second=0.016016
  first-order b = 0.006276 hartree bohr^1.5
  first-order error=-21.87 %, estimate=-27.60 %
  relative mismatch norm in sphere = 1.10e-04
l=1 sweep: K (bohr^-1), matched b, first b (Ry bohr^1.5), error
  0.90  -0.113989  -0.119774  5.07 %
  0.95  -0.060093  -0.061463  2.28 %
  0.99  -0.012493  -0.012545  0.42 %
  1.01  0.012722  0.012671  -0.40 %
  1.05  0.065811  0.064615  -1.82 %
  1.10  0.136784  0.132381  -3.22 %
  1.20  0.291616  0.277371  -4.88 %
Node case l=0: kappa = 1.570796 bohr^-1
  db/d(K^2) = 0.636620, N = 0.636620 bohr^1.5
```
